# Classical Kassel Rate of an Energized Nine-Oscillator Precursor

## Problem

A precursor molecule in a vapour-deposition reactor has \(s=9\) vibrational modes. A series of collisions has left it with a total vibrational energy \(E=3.0\) eV. This lies above the threshold \(E_0=2.5\) eV for its decomposition, so the excess is \(E-E_0=0.5\) eV. The prefactor of the decomposition is \(A=1\times10^{15}\ \mathrm{s^{-1}}\).

(a) Treat the modes as classical harmonic oscillators that exchange energy freely. Derive the probability that one chosen oscillator, the critical one, holds at least \(E_0\).

(b) Obtain the Kassel rate \(k(E)\), identify the meaning of \(A\), and show that the rate here is about \(6\times10^{8}\ \mathrm{s^{-1}}\).

(c) The molecule is dilute in hydrogen at 900 K and 1 Torr. Take a hard-sphere collision diameter of 0.35 nm and masses of 32 u and 2 u. Does the molecule usually decompose before a collision can remove its excess energy? Consider collisions that always deactivate it, and collisions that each remove 0.05 eV.

(d) The parameters resemble those of silane. Estimate how far quantization of its vibrations changes the rate, using four stretching quanta of 0.27 eV and five bending quanta of 0.12 eV. Does the answer to (c) survive?

## Solution

### (a) How the energy is shared

The statistical assumption is that, at fixed total energy, equal volumes of phase space are equally likely. It applies if energy moves among the modes much faster than the molecule reacts.

Consider first one oscillator of mass \(m\) and frequency \(\nu\), with

\[
H=\frac{p^2}{2m}+\frac{m(2\pi\nu)^2q^2}{2}.
\]

The curve \(H=\varepsilon\) is an ellipse with semi-axes \(\sqrt{2m\varepsilon}\) in \(p\) and \(\sqrt{2\varepsilon/m}/(2\pi\nu)\) in \(q\). Its area is

\[
\pi\,\sqrt{2m\varepsilon}\;\frac{\sqrt{2\varepsilon/m}}{2\pi\nu}=\frac{\varepsilon}{\nu}.
\]

With one state per phase-space area \(h\), the number of states below \(\varepsilon\) is \(\varepsilon/(h\nu)\). Its derivative is the density of states,

\[
\rho_1(\varepsilon)=\frac{1}{h\nu},
\]

which does not depend on energy.

For \(s\) oscillators the claim is

\[
\rho_s(E)=\frac{E^{s-1}}{(s-1)!\,\prod_{i=1}^{s}h\nu_i}.
\]

It holds for \(s=1\). Suppose it holds for \(s-1\) oscillators. Give the added oscillator the energy \(\varepsilon\), leave \(E-\varepsilon\) to the others, and sum over all divisions:

\[
\rho_s(E)=\int_0^E\frac{1}{h\nu_s}\,
\frac{(E-\varepsilon)^{s-2}}{(s-2)!\,\prod_{i=1}^{s-1}h\nu_i}\,d\varepsilon .
\]

Since \(\int_0^E(E-\varepsilon)^{s-2}d\varepsilon=E^{s-1}/(s-1)\), and \((s-1)(s-2)!=(s-1)!\), the claim follows for \(s\).

The same integrand gives the distribution of energy in the critical oscillator. Its own density is constant, so the weight of the energy \(\varepsilon\) is proportional to the density of the other \(s-1\) oscillators, \((E-\varepsilon)^{s-2}\). Therefore

\[
P=\frac{\int_{E_0}^{E}(E-\varepsilon)^{s-2}d\varepsilon}
{\int_0^E(E-\varepsilon)^{s-2}d\varepsilon}
=\frac{(E-E_0)^{s-1}/(s-1)}{E^{s-1}/(s-1)}
=\left(1-\frac{E_0}{E}\right)^{s-1}.
\]

This is for \(E\ge E_0\) and \(s\ge2\); below the threshold \(P=0\). All the frequencies have cancelled. The exponent is \(s-1\) because there are \(s-1\) other oscillators among which the energy could have been spread.

A test of this law placed 300,000 random points uniformly on the energy surface of nine oscillators, in scaled coordinates that make the surface a sphere. The fraction with more than 0.3 of the energy in one chosen oscillator was 0.0580. The formula gives \(0.7^8=0.0576\), and the difference is within the sampling error.

### (b) The rate and its prefactor

Kassel's model takes the rate to be \(A\) times the probability that the critical oscillator holds enough energy:

\[
k(E)=A\left(1-\frac{E_0}{E}\right)^{s-1},\qquad E\ge E_0 .
\]

The meaning of \(A\) appears when this rate is averaged over a thermal population. Write \(k_B\) for Boltzmann's constant. The classical partition function is \(\prod_i k_BT/(h\nu_i)\), so the normalized distribution of vibrational energy is

\[
f(E)=\frac{E^{s-1}e^{-E/k_BT}}{(s-1)!\,(k_BT)^s}.
\]

In the product \(k(E)f(E)\), the factor \(E^{s-1}\) cancels the denominator of the Kassel fraction. With \(x=E-E_0\),

\[
\int_{E_0}^{\infty}k(E)f(E)\,dE
=A e^{-E_0/k_BT}
\int_0^\infty\frac{x^{s-1}e^{-x/k_BT}}{(s-1)!\,(k_BT)^s}\,dx
=A e^{-E_0/k_BT}.
\]

The last integral is the normalization of \(f\), hence equal to one. Thus \(A\) is the Arrhenius prefactor in the high-pressure limit, where collisions keep the population thermal even above the threshold.

Now insert the numbers:

\[
1-\frac{E_0}{E}=\frac{3.0-2.5}{3.0}=\frac16,\qquad
P=\left(\frac16\right)^8=\frac{1}{1679616}=5.95\times10^{-7},
\]

\[
k=(1\times10^{15}\ \mathrm{s^{-1}})(5.95\times10^{-7})
=5.95\times10^8\ \mathrm{s^{-1}}\approx6\times10^8\ \mathrm{s^{-1}}.
\]

This is the required result. The corresponding mean lifetime is \(1/k=1.68\) ns. The energy 3.0 eV must be read as the total. If it were the excess, the total would be 5.5 eV and the same formula would give \(7.8\times10^{12}\ \mathrm{s^{-1}}\).

The molecule has enough energy to react, yet the rate is more than a million times smaller than \(A\). The reason is that five sixths of all its energy must gather in one oscillator out of nine, and few arrangements do this.

The rate is also sensitive to the energy. Differentiating \(\ln k=\ln A+(s-1)[\ln(E-E_0)-\ln E]\) at fixed \(E_0\) gives

\[
\frac{d\ln k}{dE}=(s-1)\left(\frac{1}{E-E_0}-\frac1E\right)
=8\left(\frac{1}{0.5}-\frac{1}{3.0}\right)\mathrm{eV^{-1}}
=13.3\ \mathrm{eV^{-1}}.
\]

An energy change of only 0.01 eV therefore changes the rate by about 13 percent.

Two limits show how the formula behaves. Just above the threshold the rate vanishes as \((E-E_0)^{s-1}\), here the eighth power of the excess. In a large molecule, let \(s\to\infty\) with the energy per oscillator \(u=E/s\) held fixed. Then

\[
k=A\left(1-\frac{E_0}{su}\right)^{s-1}\longrightarrow A e^{-E_0/u}.
\]

The other oscillators have become a heat bath, and \(u\) plays the part of \(k_BT\). The present molecule is far from this limit: supplying \(E_0\) to one mode would take five sixths of the energy, and no bath that is so depleted keeps its temperature.

### (c) Reaction against collision

The number density of hydrogen follows from the ideal-gas law. At 1 Torr and 900 K it is

\[
n=\frac{p}{k_BT}=1.07\times10^{22}\ \mathrm{m^{-3}}.
\]

The cross section for hard spheres with centre-to-centre contact distance \(d\) is

\[
\sigma=\pi d^2=\pi(0.35\ \mathrm{nm})^2=0.385\ \mathrm{nm^2}
=3.85\times10^{-19}\ \mathrm{m^2}.
\]

Relative motion in a thermal gas has a Maxwell distribution with the reduced mass \(\mu=32\times2/(32+2)=1.88\) u. The mean relative speed is

\[
\bar v=\sqrt{\frac{8k_BT}{\pi\mu}}=3.18\times10^3\ \mathrm{m\,s^{-1}}.
\]

The collision rate of one precursor molecule is then

\[
\omega=n\sigma\bar v
=(1.07\times10^{22})(3.85\times10^{-19})(3.18\times10^3)\ \mathrm{s^{-1}}
=1.31\times10^7\ \mathrm{s^{-1}}.
\]

The classical reaction rate is 45 times larger.

Suppose first that every collision removes enough energy to stop the reaction; this is the strong-collision assumption. The probability that neither event has happened by time \(t\) is \(e^{-(\omega+k)t}\). The probability that a collision comes first is

\[
S=\int_0^\infty \omega e^{-(\omega+k)t}\,dt
=\frac{\omega}{\omega+k}
=\frac{1}{1+45.3}=0.022 .
\]

About 2 percent of such molecules are saved.

If each collision removes only 0.05 eV, ten collisions are needed to bring the energy down to the threshold. The molecule must survive at each of the energies \(E_j=E-j(0.05\ \mathrm{eV})\), with \(j=0,\ldots,9\). Successive waiting times are independent, so the probabilities multiply:

\[
S_{\rm weak}=\prod_{j=0}^{9}\frac{\omega}{\omega+k(E_j)}
=5\times10^{-6}.
\]

The rate falls quickly down this ladder, but the first few rungs are dangerous enough to make survival very unlikely. Real collisions can also add energy. If upward steps have the same size, a molecule on its way down must still visit every rung at least once, and extra visits can only lower its chance of reaching the threshold intact.

The answer at 1 Torr is therefore yes: within the classical model the molecule usually decomposes first. At fixed temperature \(\omega\) is proportional to pressure, so the two rates become equal at 45 Torr. With strong collisions half the molecules would be saved there. With weak ones, equality of the rates does not mean equal chances, because one collision is not enough.

This competition is the origin of pressure fall-off. When molecules above the threshold react faster than collisions replace them, the population there drops below its thermal value. The overall thermal rate then drops below \(Ae^{-E_0/k_BT}\), which is \(10\ \mathrm{s^{-1}}\) for the present parameters at 900 K. That number is an average over all molecules, most of them with too little energy to react. It must not be confused with the rate \(6\times10^8\ \mathrm{s^{-1}}\) of one molecule already holding 3.0 eV.

### (d) What quantization changes

A classical oscillator can hold any small amount of energy. A quantum oscillator cannot, and here the quanta are comparable with the excess of 0.5 eV. Let \(E\) now be measured from the vibrational ground level, and let \(\rho(E)\) be the true density of vibrational states, averaged over a small energy window. Replace the Kassel formula by

\[
k(E)=A\,\frac{\rho(E-E_0)}{\rho(E)} .
\]

For the classical density \(\rho\propto E^{s-1}\) this is the Kassel formula again. For any density it also keeps the high-pressure Arrhenius law, provided \(A\) and \(E_0\) do not depend on temperature. With \(Q=\int_0^\infty\rho(E)e^{-E/k_BT}dE\),

\[
\frac1Q\int_{E_0}^{\infty}k(E)\rho(E)e^{-E/k_BT}dE
=\frac{A}{Q}\int_{E_0}^{\infty}\rho(E-E_0)e^{-E/k_BT}dE
=Ae^{-E_0/k_BT},
\]

where the last step again shifts the variable by \(E_0\). The two models can thus be compared at the same \(A\) and \(E_0\).

The density at the excess energy can be counted by hand. Use a window 0.12 eV wide, from 0.44 to 0.56 eV. It contains three harmonic levels:

- Four bending quanta, at 0.48 eV, can be placed in five modes in \(\binom{8}{4}=70\) ways.
- One stretching and two bending quanta, at 0.51 eV, can be placed in \(4\binom{6}{2}=60\) ways.
- Two stretching quanta, at 0.54 eV, can be placed in four modes in \(\binom{5}{2}=10\) ways.

The density is therefore \(140/(0.12\ \mathrm{eV})=1.17\times10^3\ \mathrm{eV^{-1}}\). The same count around 3.0 eV, done numerically, gives \(8.12\times10^6\ \mathrm{eV^{-1}}\). Here both window edges, 2.94 and 3.06 eV, fall on levels. This value counts the lower edge and omits the upper one; giving each edge half weight yields \(8.4\times10^6\ \mathrm{eV^{-1}}\) and a rate 3 percent lower. Hence

\[
k_{\rm count}=10^{15}\ \mathrm{s^{-1}}\times
\frac{1.17\times10^3}{8.12\times10^6}
\approx1.4\times10^{11}\ \mathrm{s^{-1}}.
\]

This is about 240 times the classical rate. The levels near 0.5 eV are sparse, so the exact value depends on the window. Doubling the width changes the rate by less than 2 percent, but a width of 0.18 eV, which still contains the same 140 states at the excess energy, lowers it by about a third. For widths from 0.03 to 0.36 eV, sampled at multiples of 0.03 eV, the factor ranges from about 150 to 440. A smooth saddle-point estimate of both densities, which needs no window, gives about 240. The order of magnitude therefore does not come from the choice of window, though even the first digit of a single count does.

Most of the discrepancy can be traced to zero-point energy. Half a quantum in every mode amounts to

\[
E_z=\tfrac12(4\times0.27+5\times0.12)\ \mathrm{eV}=0.84\ \mathrm{eV}.
\]

Adding \(E_z\) to both energies in the classical densities gives

\[
k_z=A\left(\frac{E-E_0+E_z}{E+E_z}\right)^8
=10^{15}\ \mathrm{s^{-1}}\left(\frac{1.34}{3.84}\right)^8
=2.2\times10^{11}\ \mathrm{s^{-1}}.
\]

The shift multiplies the small excess by 2.7 but the total energy by only 1.3, and the eighth power magnifies the difference. The result is about 1.5 times the counted rate, whereas the unshifted classical rate was too small by a factor of 240. The correction is thus good in size, though it overshoots.

The conclusion at 1 Torr survives and becomes stronger: strong collisions now save only about 0.009 percent of the molecules. The pressure at which the reaction and collision rates are equal, however, moves from 45 Torr to about \(1.1\times10^4\) Torr at the same temperature (between \(7\times10^3\) and \(2\times10^4\) Torr over the windows considered above). At 760 Torr the classical model says that collisions are faster than reaction, while the counted rate says the reverse. The classical rate should not be used to decide that case.

### The model beside silane

Silane has five atoms and hence \(3\times5-6=9\) vibrations. Its decomposition into \(\mathrm{SiH_2}\) and \(\mathrm{H_2}\) has a threshold of roughly 2.5 eV and a prefactor of roughly \(10^{15}\ \mathrm{s^{-1}}\). The vibrational quanta used above are also rough values, and hydrogen at 900 K and 1 Torr lies in the regime of low-pressure deposition. An energy of 3.0 eV is far above the classical thermal mean, \(sk_BT=9\times0.0776=0.70\) eV. In the classical model at high pressure it is nevertheless a typical energy for a molecule that reacts, because the integrand in part (b) peaks at an excess of \((s-1)k_BT=0.62\) eV. It is not typical of silane at 1 Torr. Fall-off depletes the molecules with a large excess most strongly, and quantized vibrations shift the reacting population still closer to the threshold. The molecule with 3.0 eV is therefore an example for comparing rates, not a picture of the average decomposition in the reactor.

The assumption that silane breaks most seriously among those sized here is the classical treatment of its vibrations, which costs the factor of 240. Two other effects are smaller. Making the stretches anharmonic, as Morse oscillators with an anharmonicity of 0.004 eV and an unchanged first quantum, multiplies the counted rate by about 0.9 (0.88 with the window used above; other widths and edge treatments give 0.84 to 0.93). Rotation could supply energy too. If the whole mean rotational energy, \(\tfrac32k_BT=0.116\) eV, were transferred to the vibrations, the classical rate would rise by a factor of 3.9. This describes a one-way transfer, not free exchange. In free exchange rotation can also take energy from the vibrations, and this reverses the effect. Three classical rotational degrees of freedom have a density of states proportional to the square root of their energy, which raises the exponent in the Kassel formula from 8 to 9.5. With the total energy \(E_t=3.0+0.116=3.116\) eV, the rate becomes \(A(1-E_0/E_t)^{9.5}=2.1\times10^8\ \mathrm{s^{-1}}\), about a third of the value without rotation. Conservation of angular momentum restricts the exchange in any case.

The counted rate is itself an estimate. It retains a temperature-independent \(A\), assumes fast energy exchange among the modes, and does not describe the transition state in detail. The exchange condition is also more demanding than before, because the lifetime has shrunk from 1.7 ns to about 7 ps. The value \(6\times10^8\ \mathrm{s^{-1}}\) is the correct answer for nine classical oscillators; for silane at this energy it is too low by about two orders of magnitude according to the state count. The numerical output lists the main values used here.

## Numbers as computed

```
Number of oscillators: 9
Total vibrational energy: 3.0 eV
Threshold: 2.5 eV
Excess energy: 0.5 eV
Prefactor: 1.0e+15 1/s
Excess divided by total energy: 0.166667
Exact reactive fraction: 1/1679616
Reactive fraction: 5.9537e-07
Classical Kassel rate: 5.954e+08 1/s
Classical lifetime: 1.680 ns
Rate if 3.0 eV were the excess: 7.836e+12 1/s
Sampled fraction above 0.3 of total energy: 0.05801
Predicted fraction above 0.3: 0.05765
Gas temperature: 900 K
Thermal energy kT: 0.07756 eV
Thermally averaged Kassel rate: 10.0142 1/s
Arrhenius rate: 10.0142 1/s
Hydrogen pressure: 1.0 Torr
Collision diameter: 0.35 nm
Collision cross section: 0.3848 nm^2
Rounded silane mass: 32.0 u
Rounded hydrogen mass: 2.0 u
Reduced mass: 1.8824 u
Gas number density: 1.073e+22 1/m^3
Mean relative speed: 3181.7 m/s
Collision rate: 1.314e+07 1/s
Kassel rate / collision rate: 45.32
Strong-collision survival: 2.159 percent
Energy lost per weak collision: 0.05 eV
Weak collisions to reach threshold: 10
Weak-collision survival: 5.04e-06
Equal-rate pressure, classical: 45.3 Torr
Rough stretch quantum (4 modes): 0.27 eV
Rough bend quantum (5 modes): 0.12 eV
State averaging window: 0.12 eV
Counted density at excess: 1.167e+03 1/eV
Counted density at total: 8.123e+06 1/eV
Rate from counted states: 1.436e+11 1/s
Counted rate / classical rate: 241.2
Counted rate with doubled window: 1.457e+11 1/s
Fine-quanta ratio / classical fraction: 1.0545
Zero-point energy: 0.840 eV
Classical rate with zero-point shift: 2.199e+11 1/s
Morse anharmonicity: 0.004 eV
Anharmonic rate factor: 0.880
Mean rotational energy: 0.1163 eV
Rate factor if rotation is fully available: 3.93
Equal-rate pressure, counted: 1.093e+04 Torr
Strong-collision survival, counted: 0.00915 percent
```
